# Why a larger source can resolve a grating that on-axis coherent light cannot: a program that tests the result

```python
"""
Result under test: a grating with pitch just below wavelength/NA has zero image
modulation in on-axis coherent light, but is resolved by a disc source of
sufficient radius. The contrast has a maximum at a definite source radius.

Symbols (pupil coordinates are in units of NA):
  q      wavelength / (pitch * NA), distance between neighbouring orders
  sigma  radius of the uniform, spatially incoherent disc source
  f      fraction of the source for which the +1 order enters the pupil
  phi    half-angle of the overlap region seen from the source centre
  psi    half-angle of the overlap region seen from the shifted pupil centre
  a0,a1  amplitudes of mask orders 0 and 1, equal lines and spaces
Model: scalar light, thin mask, ideal lens in focus, clear-field intensity 1.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

wavelength = 193.0   # nm
NA = 0.60
pitch = 300.0        # nm
a0, a1 = 0.5, 1.0 / np.pi

# Mask orders by midpoint quadrature of the transmission over one period.
orders = np.arange(-7, 8)
n_mask = 4096
u = (np.arange(n_mask) + 0.5) / n_mask - 0.5
transmission = (np.abs(u) < 0.25).astype(float)
mask_orders = np.array([np.mean(transmission * np.cos(2*np.pi*m*u))
                        for m in orders])
x = np.linspace(0.0, 1.0, 2001)   # position in units of the pitch


def spacing(p):
    return wavelength / (p * NA)


def disc_source(sigma, n_r=300, n_a=600):
    """Points of equal weight that fill a disc uniformly."""
    r = sigma * np.sqrt((np.arange(n_r) + 0.5) / n_r)
    t = 2 * np.pi * (np.arange(n_a) + 0.5) / n_a
    return np.column_stack([np.outer(r, np.cos(t)).ravel(),
                            np.outer(r, np.sin(t)).ravel()])


def summed_image(points, q):
    """Average of the coherent images of all source points."""
    passes = np.stack([(points[:, 0] + m*q)**2 + points[:, 1]**2 <= 1.0
                       for m in orders], axis=1).astype(float)
    pair_weight = passes.T @ passes / len(points)
    waves = mask_orders[:, None] * np.exp(2j*np.pi*orders[:, None]*x)
    return np.sum(waves * (pair_weight @ waves.conj()), axis=0).real


def contrast(image):
    return (image.max() - image.min()) / (image.max() + image.min())


def disc_contrast(sigma, q):
    return contrast(summed_image(disc_source(sigma), q))


def half_angles(sigma, q):
    phi = np.arccos((q*q + sigma*sigma - 1) / (2*q*sigma))
    psi = np.arccos((q*q + 1 - sigma*sigma) / (2*q))
    return phi, psi


def fraction_formula(sigma, q):
    if sigma <= q - 1:
        return 0.0
    phi, psi = half_angles(sigma, q)
    return (sigma**2*phi + psi - q*np.sin(psi)) / (np.pi*sigma**2)


def contrast_formula(f):
    return 4*f*a0*a1 / (a0**2 + 2*f*a1**2)


def fraction_quadrature(sigma, q):
    """Overlap area from the heights of the two discs, strip by strip."""
    def height(s):
        source = np.sqrt(max(sigma**2 - s*s, 0.0))
        pupil = np.sqrt(max(1 - (s - q)**2, 0.0))
        return 2 * min(source, pupil)
    kink = (q*q + sigma**2 - 1) / (2*q)
    area = (quad(height, q - 1, kink, epsabs=1e-11)[0]
            + quad(height, kink, sigma, epsabs=1e-11)[0])
    return area / (np.pi*sigma**2)


def best_radius(q):
    psi = brentq(lambda t: t - q*np.sin(t), 1e-3, np.pi/2)
    return np.sqrt(1 + q*q - 2*q*np.cos(psi)), psi


q = spacing(pitch)
on_axis = np.array([[0.0, 0.0]])

# Mask amplitudes.
assert abs(mask_orders[orders == 0][0] - a0) < 1e-12
assert abs(mask_orders[orders == 1][0] - a1) < 1e-6
assert abs(mask_orders[orders == 2][0]) < 1e-12

# On-axis coherent light on both sides of the cutoff pitch.
coherent_below = contrast(summed_image(on_axis, q))
coherent_above = contrast(summed_image(on_axis, spacing(330.0)))
assert coherent_below < 1e-12
assert coherent_above > 0.999

# Image and overlap formulas; tolerance covers the finite source sampling.
for q_test, s_test in [(q, 0.1), (q, 0.3), (q, 0.6), (q, 1.0),
                       (1.3, 0.5), (1.3, 0.9), (1.6, 0.8)]:
    f_test = fraction_formula(s_test, q_test)
    assert abs(f_test - fraction_quadrature(s_test, q_test)) < 1e-7
    direct = summed_image(disc_source(s_test), q_test)
    derived = a0**2 + 2*f_test*a1**2 + 4*f_test*a0*a1*np.cos(2*np.pi*x)
    assert np.max(np.abs(direct - derived)) < 2e-3
    assert abs(contrast(direct) - contrast_formula(f_test)) < 4e-3

# Smallest resolved pitch for a given source radius.
for s_test in (0.3, 0.5, 0.8):
    p_limit = wavelength / (NA * (1 + s_test))
    assert disc_contrast(s_test, spacing(0.99*p_limit)) < 1e-12
    assert disc_contrast(s_test, spacing(1.01*p_limit)) > 1e-3

# Best source radius against direct maximization of the integrated overlap.
for q_test in (1.03, q, 1.12):
    found = minimize_scalar(lambda s: -fraction_quadrature(s, q_test),
                            bounds=(q_test - 1 + 1e-3, 1.0), method="bounded",
                            options={"xatol": 1e-7})
    assert abs(found.x - best_radius(q_test)[0]) < 5e-4
    scan = [fraction_quadrature(s, q_test)
            for s in np.linspace(q_test - 1 + 1e-3, 1.0, 60)]
    rising = np.diff(scan) > 0
    assert np.sum(rising[1:] != rising[:-1]) == 1 and rising[0]
assert abs(best_radius(1.01)[0] / np.sqrt(6*0.01) - 1) < 0.01

# Spacing at which the best radius reaches the full pupil.
psi_cross = brentq(lambda t: t - np.sin(2*t), 0.5, 1.4)
q_cross = 2*np.cos(psi_cross)
q_slope = brentq(lambda v: fraction_quadrature(1.001, v)
                 - fraction_quadrature(0.999, v), 1.05, 1.4)
assert abs(q_cross - q_slope) < 1e-4

# One tilted coherent beam resolves the grating better than any disc.
tilted = contrast(summed_image(np.array([[-q/2, 0.0]]), q))
assert abs(tilted - 2*a0*a1/(a0**2 + a1**2)) < 1e-5
sigma_best, psi_best = best_radius(q)
f_best = fraction_formula(sigma_best, q)
contrast_best = disc_contrast(sigma_best, q)
assert abs(contrast_best - contrast_formula(f_best)) < 4e-3
assert contrast_best < tilted

# Finer pitch: contrast grows up to the full pupil.
q_fine = spacing(250.0)
fine = [(s, disc_contrast(s, q_fine)) for s in (0.2, 0.4, 0.6, 0.8, 1.0)]
assert fine[0][1] < 1e-12
assert all(b[1] > a[1] for a, b in zip(fine[:-1], fine[1:]))

# Coarser pitch: the usual belief holds.
q_coarse = spacing(400.0)
coarse = [(0.0, contrast(summed_image(on_axis, q_coarse)))]
coarse += [(s, disc_contrast(s, q_coarse)) for s in (0.3, 0.6, 1.0)]
assert coarse[0][1] > 0.999
assert all(b[1] < a[1] for a, b in zip(coarse[:-1], coarse[1:]))

print(f"wavelength: {wavelength:.0f} nm")
print(f"numerical aperture: {NA:.2f}")
print(f"pitch: {pitch:.0f} nm")
print(f"wavelength/NA: {wavelength/NA:.1f} nm")
print(f"order spacing q: {q:.4f}")
print(f"mask amplitude a0: {a0:.4f}")
print(f"mask amplitude a1: {a1:.4f}")
print(f"on-axis coherent intensity: {summed_image(on_axis, q)[0]:.4f}")
print(f"on-axis coherent contrast, 300 nm: {coherent_below:.4f}")
print(f"on-axis coherent contrast, 330 nm: {coherent_above:.4f}")
print(f"threshold source radius q-1: {q-1:.4f}")
sigma_ex = 0.6
phi_ex, psi_ex = half_angles(sigma_ex, q)
f_ex = fraction_formula(sigma_ex, q)
image_ex = summed_image(disc_source(sigma_ex), q)
print(f"example source radius: {sigma_ex:.1f}")
print(f"  phi: {phi_ex:.4f} rad")
print(f"  psi: {psi_ex:.4f} rad")
print(f"  overlap area: {f_ex*np.pi*sigma_ex**2:.4f} (NA units squared)")
print(f"  fraction f: {f_ex:.4f}")
print(f"  mean intensity, formula: {a0**2 + 2*f_ex*a1**2:.4f}")
print(f"  cosine amplitude, formula: {4*f_ex*a0*a1:.4f}")
print(f"  maximum intensity, source sum: {image_ex.max():.4f}")
print(f"  minimum intensity, source sum: {image_ex.min():.4f}")
print(f"  contrast, formula: {contrast_formula(f_ex):.4f}")
print(f"  contrast, source sum: {contrast(image_ex):.4f}")
print(f"smallest pitch at this radius: {wavelength/(NA*(1+sigma_ex)):.1f} nm")
print("pitch 300 nm: sigma, f (formula), contrast (source sum)")
for s in (0.05, 0.1, 0.2, 0.3, 0.5, 0.8, 1.0):
    print(f"  {s:.2f}  {fraction_formula(s, q):.4f}  {disc_contrast(s, q):.3f}")
print(f"psi at best radius: {psi_best:.4f} rad")
print(f"best source radius: {sigma_best:.4f}")
print(f"small-offset estimate of best radius: {np.sqrt(6*(q-1)):.4f}")
print(f"fraction f at best radius: {f_best:.4f}")
print(f"contrast at best radius: {contrast_best:.3f}")
print(f"tilted coherent beam position: {-q/2:.4f} (NA units)")
print(f"tilted coherent beam contrast: {tilted:.4f}")
print(f"crossover psi: {psi_cross:.4f} rad")
print(f"crossover spacing q: {q_cross:.4f}")
print(f"crossover pitch: {wavelength/(NA*q_cross):.1f} nm")
print(f"pitch 250 nm, q = {q_fine:.4f}: sigma, contrast")
for s, c in fine:
    print(f"  {s:.1f}  {c:.3f}")
print(f"pitch 400 nm, q = {q_coarse:.4f}: sigma, contrast")
for s, c in coarse:
    print(f"  {s:.1f}  {c:.3f}")
print("checks complete")
```

It prints:

```
wavelength: 193 nm
numerical aperture: 0.60
pitch: 300 nm
wavelength/NA: 321.7 nm
order spacing q: 1.0722
mask amplitude a0: 0.5000
mask amplitude a1: 0.3183
on-axis coherent intensity: 0.2500
on-axis coherent contrast, 300 nm: 0.0000
on-axis coherent contrast, 330 nm: 1.0000
threshold source radius q-1: 0.0722
example source radius: 0.6
  phi: 1.1635 rad
  psi: 0.5835 rad
  overlap area: 0.4116 (NA units squared)
  fraction f: 0.3640
  mean intensity, formula: 0.3238
  cosine amplitude, formula: 0.2317
  maximum intensity, source sum: 0.5555
  minimum intensity, source sum: 0.0920
  contrast, formula: 0.7157
  contrast, source sum: 0.7158
smallest pitch at this radius: 201.0 nm
pitch 300 nm: sigma, f (formula), contrast (source sum)
  0.05  0.0000  0.000
  0.10  0.0808  0.193
  0.20  0.2589  0.545
  0.30  0.3206  0.648
  0.50  0.3593  0.709
  0.80  0.3618  0.713
  1.00  0.3517  0.697
psi at best radius: 0.6423 rad
best source radius: 0.6577
small-offset estimate of best radius: 0.6583
fraction f at best radius: 0.3645
contrast at best radius: 0.717
tilted coherent beam position: -0.5361 (NA units)
tilted coherent beam contrast: 0.9060
crossover psi: 0.9477 rad
crossover spacing q: 1.1670
crossover pitch: 275.6 nm
pitch 250 nm, q = 1.2867: sigma, contrast
  0.2  0.000
  0.4  0.179
  0.6  0.384
  0.8  0.474
  1.0  0.514
pitch 400 nm, q = 0.8042: sigma, contrast
  0.0  1.000
  0.3  0.964
  0.6  0.934
  1.0  0.859
checks complete
```
